Site Blocking Slows Labelled Atoms but Not the Spread of Density

**Q:** I am modelling atoms that hop between lattice sites, with room for one atom per site. If half the sites are full, half of all attempted jumps fail. So I multiply the diffusivity by the empty fraction and solve

∂n/∂t = ∇·[D0(1 − n)∇n],

where n is the local filling and D0 the diffusivity of a lone atom. Dense regions should then spread slowly. What could be wrong with that?

**A:** The count of failed jumps is right. The trouble is in turning it into a flux. Let me fix the model first. All atoms are identical and all sites have the same energy. The only interaction is that two atoms cannot share a site. Each atom attempts a jump to each neighbouring site at rate Γ, and the jump succeeds if the target is empty. Let n_i be 1 if site i is occupied and 0 if it is not.

Take two neighbours, i and j. A jump from i to j needs an atom at i and a hole at j, so its rate is Γn_i(1 − n_j). What is the net flow from i to j?

**Q:** I subtract the reverse rate, which is Γn_j(1 − n_i):

J_ij = Γ[n_i(1 − n_j) − n_j(1 − n_i)]
= Γ[n_i − n_i n_j − n_j + n_i n_j]
= Γ(n_i − n_j).

The blocking terms have cancelled. My equation reduced both flows by the same fraction, as if they were equally blocked.

**A:** Yes. The return flow comes from the dilute side and must enter the dense side, so a larger fraction of it is blocked. The two reductions are equal in absolute amount, Γn_i n_j each, and the difference is untouched.

**Q:** That might hold only on average, if I replace the mean of n_i n_j by the product of the means. Blocking creates correlations, and I would expect them to come back in.

**A:** No such replacement was made. The mean occupation of site i changes through jumps in and jumps out. Averaging their rates over whatever distribution of configurations is present gives

d⟨n_i⟩/dt = Γ Σ_j ⟨n_j(1 − n_i) − n_i(1 − n_j)⟩
= Γ Σ_j (⟨n_j⟩ − ⟨n_i⟩),

where j runs over the neighbours of i. The product n_i n_j disappears inside the average, in each configuration separately. Correlations may exist, but the equation for the means does not contain them.

This was tested on a periodic diamond lattice of 16 sites by evolving the probabilities of all its configurations. There were two starting ensembles with the same mean occupations. One was an equal mixture of two definite arrangements, which is strongly correlated; in the other the sites were independent. After a time 0.4/Γ some mean occupation had changed by 0.417, yet both ensembles agreed with the linear equation to about 10⁻¹⁵, the rounding error.

**Q:** I accept the algebra, but it is still odd. The atoms are being obstructed. How can their density not notice?

**A:** Imagine a different rule: two atoms on neighbouring sites swap places at rate Γ, the same rate at which an atom jumps to an empty neighbour. Under that rule each atom moves to every neighbouring site at rate Γ, whether that site is full or empty, so its own path is that of a lone atom. Now forbid the swaps. Because the atoms are identical, a swap of two of them leaves every n_i as it was, so forbidding it changes nothing in the density. It does change the path of each individual atom. Blocking removes precisely those moves that the density cannot see.

**Q:** Then what diffusivity does the density have? You have given me a lattice equation, not a diffusion constant.

**A:** We need the decay rate of a long density wave. Take the diamond lattice, the structure of silicon. It has two sublattices, A and B, and each A site has four B neighbours at the displacements

e = (a/4)(1, 1, 1), (a/4)(1, −1, −1), (a/4)(−1, 1, −1), (a/4)(−1, −1, 1),

where a is the cubic lattice constant. The bond length d satisfies d² = 3(a/4)². From a B site the displacements are −e.

Let the deviation from uniform filling be u exp(ik·r) on A and v exp(ik·r) on B. With S = Σ exp(ik·e), the linear equation becomes

du/dt = Γ(Sv − 4u),
dv/dt = Γ(S*u − 4v).

For a decay as exp(−λt) this requires (4Γ − λ)² = Γ²|S|², so

λ = Γ(4 − |S|) or λ = Γ(4 + |S|).

The second mode is an imbalance between the sublattices. It dies at a rate near 8Γ for long waves. The first is the slow density wave, and we expand its S for small k. The four vectors sum to zero, so there is no linear term. The mixed sums such as Σe_x e_y vanish, and Σe_x² = 4(a/4)² = 4d²/3, with the same value for y and z. Therefore

Σ(k·e)² = (4/3)d²k²,
Re S = 4 − ½(4/3)d²k² + O(k⁴) = 4 − (2/3)d²k² + O(k⁴).

The imaginary part of S starts at k³ and changes |S| only at order k⁶. Hence

λ = D0k² + O(k⁴), D0 = (2/3)Γd².

On scales much longer than a bond this is

∂n/∂t = D0∇²n.

The filling does not enter D0, and the amplitude of the wave need not be small, because the starting equation was already linear. Diagonalizing the lattice equation for a wave 40 primitive cells long (about 23a) gave a decay rate of 0.9991 times D0k².

**Q:** Here is an objection from another side. Pull on all the atoms with a weak force F. Surely blocking then reduces the current. And if it reduces the mobility, the Einstein relation should reduce the diffusivity.

**A:** It does reduce the mobility. Let the force change the rates along and against a displacement e to Γ(1 ± F·e/2kT), to first order in F. At uniform filling θ with independent sites, the forward and reverse jumps on a bond both have the statistical weight θ(1 − θ), so the net flow is

θ(1 − θ)ΓF·e/kT.

The force does not disturb this independent distribution. For any configuration, the total rate of leaving minus the total rate of arriving is (Γ/kT) Σ F·e(n_i − n_j) over all bonds, taken from A to B. Each n is multiplied by the sum of the four vectors e, which is zero.

Now add up the displacements. With M sites there are M/2 sites on sublattice A, and Σe(F·e) = (4/3)d²F. The total displacement per unit time is

(M/2)θ(1 − θ)Γ(4/3)d²F/kT = N(1 − θ)D0F/kT,

where N = θM is the number of atoms. The drift velocity per atom is thus D_J F/kT with

D_J = (1 − θ)D0.

The current is proportional to θ(1 − θ). It is greatest at half filling and vanishes when the lattice is full.

**Q:** So D_J carries the factor I wanted. Why is it not the diffusivity of the density?

**A:** Because a density gradient drives atoms through the chemical potential μ, and blocking makes μ steeper. The atoms can be placed in W = M!/[N!(M − N)!] ways, all with the same energy. Stirling's formula gives

μ = −kT ∂(ln W)/∂N = kT ln[N/(M − N)] = kT ln[θ/(1 − θ)],
dμ/dθ = kT[1/θ + 1/(1 − θ)] = kT/[θ(1 − θ)].

The force on an atom is −∇μ. If Ω is the volume per site, the number density is θ/Ω, and the current density is

J = −(θ/Ω)(D_J/kT)∇μ
= −(θ/Ω)(1 − θ)D0 ∇θ/[θ(1 − θ)]
= −D0∇(θ/Ω).

The mobility is multiplied by 1 − θ, and the driving force for a given density gradient is multiplied by 1/(1 − θ). The Einstein relation was not at fault; it needed the thermodynamic factor 1/(1 − θ).

D_J can also be found without a force, from the mean square of the summed displacement of all atoms divided by 6Nt. With no force, the mean rate of change of that sum is ΓΣe(n_i − n_j) = 0 in every configuration, again because the four e sum to zero. Successive changes are then uncorrelated and their squares add. There are 2M bonds, each with jumps at the mean rate 2Γθ(1 − θ) in a large system, so

D_J = 2M·2Γθ(1 − θ)d²/(6N) = (2/3)Γd²(1 − θ),

as before. A simulation of 250 sites at θ = 0.5 gave D_J/D0 = 0.498 ± 0.004. Multiplied by the thermodynamic factor, and corrected for the finite number of sites, this is a collective diffusivity of (0.992 ± 0.007)D0. The errors are one standard error.

**Q:** Then let me save something of my belief. If I paint one atom and follow it, it diffuses with (1 − θ)D0?

**A:** More slowly than that. Its jump rate is multiplied by 1 − θ, but its jumps are also correlated. When it has just jumped, the site behind it is certainly empty, while the other neighbours are empty only with some probability. A step back is favoured.

The direction of the effect can be proved. Let X be the painted atom's displacement along x in time t, in equilibrium at uniform filling. In a given configuration its mean velocity is

w = Γ Σ e_x(1 − n_target),

with the displacements and neighbours appropriate to its present sublattice. Let I be the integral of w over the time t, and write X = I + Y. The remainder Y has changes of zero mean whatever the past, so its mean square is the sum of the mean squared jumps:

⟨Y²⟩ = Γ(1 − θ)Σe_x² t = (4/3)Γd²(1 − θ)t = 2(1 − θ)D0t.

Every jump has the same rate as its reverse, so a film of the equilibrium motion run backwards is as probable as the film run forwards. Running it backwards changes X to −X. It leaves I alone, since w depends only on the configurations visited. Therefore ⟨XI⟩ = 0, and

⟨Y²⟩ = ⟨(X − I)²⟩ = ⟨X²⟩ + ⟨I²⟩,
⟨X²⟩ = 2(1 − θ)D0t − ⟨I²⟩.

Since ⟨I²⟩ cannot be negative, the long-time diffusivity of the painted atom is

D_t = (1 − θ)f D0, with f ≤ 1.

**Q:** How large is the extra reduction?

**A:** In the 250-site simulation, from the mean square displacement between times 4/Γ and 16/Γ:

θ = 0.2: D_t/D0 = 0.728, f = 0.910 ± 0.005
θ = 0.5: D_t/D0 = 0.380, f = 0.760 ± 0.003
θ = 0.8: D_t/D0 = 0.121, f = 0.604 ± 0.002

The errors are statistical only. The small cell biases f upward by up to about 0.01; in a much larger cell the values are about 0.90, 0.75 and 0.60. At half filling, then, the painted atom diffuses at 38% of the lone-atom value while the density relaxes at the full value.

**Q:** If a painted atom obeys a different law, what happens when I paint many of them? They have a density too.

**A:** They do, but it is the density of only some of the atoms. Let a_i mark painted atoms and b_i unpainted ones, so that n_i = a_i + b_i. The flow of painted atoms from i to j is

Γ[a_i(1 − a_j − b_j) − a_j(1 − a_i − b_i)] = Γ[a_i − a_j − a_i b_j + a_j b_i].

The products of painted with painted cancel. The products of painted with unpainted do not, because swapping a painted and an unpainted atom would change the density of paint. If the total filling is uniform and you follow a small painted group, its spread measures D_t. If you watch the total filling relax, you measure D0. These are two experiments with two answers.

**Q:** My interest is crystalline silicon, where nearly every site is full. Does f go to zero there?

**A:** No, it tends to 1/2. Let c_v = 1 − θ be the small fraction of vacant sites. A painted atom moves when a vacancy exchanges places with it, and the vacancy is then directly behind it. Let g be the mean cosine of the angle between one jump and the next. By the threefold symmetry about the first jump, the mean next jump is g times the first. A fresh vacancy arriving from far away has no preferred side and adds nothing to this mean. Each jump again leaves a vacancy just behind the atom, so jumps m steps apart have mean cosine g^m. After many jumps, K of them,

mean square displacement = Kd²(1 + 2g + 2g² + …) = Kd²(1 + g)/(1 − g).

So f = (1 + g)/(1 − g), and we need g.

**Q:** That requires knowing from which side the vacancy returns. It could wander anywhere first.

**A:** It could, but symmetry removes most of the problem. Call the vacancy's starting site 0 and the painted atom's other neighbours 1, 2 and 3. Let V_i be the expected number of visits to neighbour i before the vacancy exchanges with the painted atom again. From each visit it takes that step with probability 1/4. An exchange from site 0 reverses the last jump, with cosine −1; an exchange from any of the others has cosine +1/3. Thus

g = −¼[V_0 − (V_1 + V_2 + V_3)/3].

Compare this with a free walk that is allowed to continue through the painted atom's site. Its visits to neighbour i are V_i plus the visits made after first reaching that central site. The latter are the same for all four neighbours, so they cancel in the bracket. We may therefore use free-walk visits. Let G0, G1 and G2 be the expected visits to the starting site, to one of its nearest neighbours and to one of its second neighbours. They are finite in three dimensions. Sites 1, 2 and 3 are second neighbours of site 0, so the bracket is G0 − G2.

A visit to the starting site is either the initial one or an arrival from one of four neighbours, each stepping there with probability 1/4. A nearest neighbour is reached from the starting site or from three second neighbours:

G0 = 1 + G1,
G1 = (G0 + 3G2)/4.

Putting G1 = G0 − 1 into the second equation gives 4G0 − 4 = G0 + 3G2, so G0 − G2 = 4/3. Then

g = −1/3, f = (1 − 1/3)/(1 + 1/3) = 1/2.

A separate calculation of D_t for one painted atom and one vacancy in a periodic cell of 250 sites, which did not use this encounter argument, gave f = 0.503. The value 1/2 belongs to the infinite lattice.

**Q:** So in nearly full silicon the painted atoms have D_t = ½c_vD0, while the density has D0. Those must be enormously different.

**A:** They are. The vacancy fraction is 1 − n, so it obeys the same diffusion equation as n, with the same D0. Real silicon atoms attract each other, so the model would not hold there at every filling. But when vacancies are this rare, each one hops alone through an otherwise full crystal. Γ is then the rate at which a vacancy changes places with a given neighbour, and D0 is the diffusivity of a vacancy, not of a lone atom on an empty lattice. Take undoped silicon at 1000 °C, where kT = 0.1097 eV. I use an attempt rate of 10¹³ s⁻¹, a vacancy barrier of 0.45 eV and 10¹¹ vacancies per cm³, all rough or round values. With d = 0.2351 nm,

Γ = 10¹³ exp(−0.45/0.1097) = 1.65 × 10¹¹ s⁻¹,
D0 = (2/3)(1.65 × 10¹¹)(2.351 × 10⁻⁸)² = 6.1 × 10⁻⁵ cm²/s.

There are 5.0 × 10²² sites per cm³, so c_v = 2.0 × 10⁻¹² and

D_t = ½(2.0 × 10⁻¹²)(6.1 × 10⁻⁵) = 6.1 × 10⁻¹⁷ cm²/s.

Suppose processing leaves a weak ripple in the vacancy density with a period of 1 µm. Its decay time is

1/(D0k²) = 1/[(6.1 × 10⁻⁵)(2π/10⁻⁴)²] = 4.2 × 10⁻⁶ s.

Your original equation would put c_vD0 in place of D0 and give 2.1 × 10⁶ s, about 24 days. Painted silicon atoms, with the vacancy density held uniform, spread in one hour by √(2D_t × 3600 s) = 6.6 nm along each axis.

**Q:** How far would you trust those numbers for a real wafer?

**A:** It is safe to say that the two diffusivities differ by many orders of magnitude. Their individual values are rough, and so is their exact ratio, which is 2/c_v in this model. The effective vacancy barrier at this temperature is uncertain, and an error of 0.1 eV alone changes D0 by a factor of 2.5. The vacancy density is equally rough. Real silicon also contains self-interstitials, which carry painted atoms as well. With 10¹¹ of them per cm³ and a diffusivity of 5 × 10⁻⁵ cm²/s, again rough, and with their own jump correlations ignored, they add 1.6 times the vacancy contribution. The one-hour spread would grow from 6.6 to about 11 nm. They hardly disturb the ripple: for a capture radius of 0.5 nm a vacancy survives recombination for 0.14 s. Surface loss is slow too if the ripple lies 10 µm deep, where L²/D0 is 16 ms.

The serious omission is oxygen, which traps vacancies. Suppose the traps are immobile, far from saturated and in local equilibrium, with R trapped vacancies per free one. The total vacancy density is 1 + R times the free density, but only the free part moves, so the collective diffusivity becomes D0/(1 + R). To estimate R, count the places for an oxygen atom: two bonds per lattice site when it is free, and six orientations, one for each pair of the four neighbours, when it sits in a vacancy. With binding energy E_b this gives R = (6/2) × (oxygen atoms per lattice site) × exp(E_b/kT), if changes in vibration are ignored. A rough binding energy of 1.5 eV gives R = 0.05 for float-zone silicon with 10¹⁵ oxygen atoms per cm³. For Czochralski silicon with 10¹⁸ per cm³ it gives R = 52, and the decay time rises from 4.2 µs to about 0.22 ms. In that material the simple result for D0 should not be used without the traps. These values of R show the scale only. A change of 0.2 eV in E_b changes R by a factor of about 6, and at 2.0 eV even the float-zone value would be about 5. The immobile-trap picture is also a simplification at 1000 °C. The vacancy-oxygen pair moves, and with pair diffusivity D_p the result becomes (D0 + RD_p)/(1 + R); a rough D_p of 5 × 10⁻⁷ cm²/s would shorten 0.22 ms to about 0.16 ms. And 10¹⁸ per cm³ exceeds the solubility of oxygen at this temperature, so larger complexes and precipitates, which are not counted here, can form.

**Q:** A trap is a site with lower energy. Is that the general way for the cancellation to fail?

**A:** It is one way. If the rate of leaving a site depends on that site, with Γ_i from i and Γ_j from j, the flow is

Γ_i n_i(1 − n_j) − Γ_j n_j(1 − n_i) = Γ_i n_i − Γ_j n_j − (Γ_i − Γ_j)n_i n_j.

The product survives, and with it the dependence on filling and on correlations. Forces between neighbouring atoms also spoil the cancellation, because the rate then depends on the surroundings.

Disorder by itself need not do so. If the barriers differ from bond to bond but each bond has the same rate in both directions, the flow is Γ_ij(n_i − n_j), still linear and still independent of blocking. The diffusivity may then vary from place to place, but not with the filling.

The 16-site calculation separates these cases. With random symmetric barriers, both starting ensembles again followed the linear equation to rounding error. With unequal site energies, two ensembles that began with identical means came to differ by up to 0.016 in a mean occupation. With an attraction between neighbours they differed by up to 0.029. In those cases the means alone no longer determine their own future.

**Q:** Then if I measure a collective diffusivity that changes with concentration, I cannot put it down to blocked sites.

**A:** Not to blocking alone, if each atom blocks only its own site, the atoms are identical and no external force acts. I would look for traps or other unequal site energies, for interactions between the atoms, or for a second mobile species. And I would check what was measured, since a painted atom does slow down as the lattice fills. The numerical output below gives the values for each filling and for the silicon case; the line marked "one-way blocking" is the decay time from your original equation.

Computed values

```
EXACT MASTER EQUATION, 16 sites, time 0.4/G
largest change of a mean occupation: 0.417
deviation from linear law, equal rates: 1.1e-15
deviation, random symmetric barriers: 1.4e-15
closure failure, unequal site energies: 0.0161
closure failure, neighbour attraction: 0.0288
slowest lattice decay rate / (D0 k^2): 0.99910
SIMULATION, 250 sites, diffusivities in units of D0 (+- 1 sigma)
theta=0.2: D_t=0.7281+-0.0039, f=0.910+-0.005
  D_J=0.8063+-0.0058, thermo factor=1.250, collective D=1.004+-0.007
theta=0.5: D_t=0.3801+-0.0014, f=0.760+-0.003
  D_J=0.4979+-0.0036, thermo factor=2.000, collective D=0.992+-0.007
theta=0.8: D_t=0.1209+-0.0004, f=0.604+-0.002
  D_J=0.2028+-0.0015, thermo factor=4.999, collective D=1.010+-0.007
DILUTE VACANCIES
mean cosine of successive jumps, 1024 sites: -0.33268
f from resolvent, one vacancy in 250 sites: 0.5030
f from derived formula, infinite lattice: 0.5000
SILICON EXAMPLE (rough or round inputs)
temperature: 1273.15 K; kT: 0.1097 eV
lattice constant: 0.543 nm; bond: 0.2351 nm
attempt rate: 1e+13 1/s; barrier: 0.45 eV
jump rate per neighbour G: 1.655e+11 1/s
site density: 4.997e+22 1/cm3
vacancy density: 1e+11 1/cm3; fraction: 2.001e-12
collective diffusivity D0: 6.098e-05 cm2/s
labelled-atom diffusivity: 6.102e-17 cm2/s
pattern period: 1.0 um
pattern decay time: 4.154 us
false decay time, one-way blocking: 2.076e+06 s
labelled rms spread per axis in 1 h: 6.63 nm
NEGLECTED EFFECTS (rough inputs)
factor in D0 from 0.1 eV barrier error: 2.49
interstitials: 1e+11 1/cm3, D=5e-05 cm2/s
interstitial/vacancy share of labelled motion: 1.64
capture radius: 0.5 nm; recombination time: 0.143 s
divacancy binding: 1.6 eV; pairs/singles: 8.6e-06
vacancy-oxygen binding: 1.5 eV
trapped/free, float-zone, O=1e+15 1/cm3: 0.052
trapped/free, Czochralski, O=1e+18 1/cm3: 52.0
carriers: 1e+19 1/cm3; vacancy charge: 2 e
relative change of D0 from charge coupling: 2.0e-08
time to surface from 10 um: 16.40 ms
relative lattice correction to decay rate: -6.1e-08
```
